# Stress from a fixed density of carriers in a strained band

## Definitions and conventions

A crystal of reference volume \(V_0\) is deformed homogeneously, so that a lattice vector \(R\) becomes \((1+\varepsilon)R\) with a symmetric strain \(\varepsilon\). All derivatives are taken at \(\varepsilon=0\). The symbol \(\partial_{ij}\) denotes the symmetric tensor defined by

\[
\delta G=\sum_{ij}(\partial_{ij}G)\,\delta\varepsilon_{ij}.
\]

Hence a shear \(\varepsilon_{xy}=\varepsilon_{yx}=h\) changes \(G\) by \(2h\,\partial_{xy}G\).

The crystal holds \(N=nV_0\) electrons in a conduction band that is otherwise empty. The density \(n\) counts carriers per reference volume, so fixed \(n\) means fixed \(N\). Let \(F(\varepsilon,N,T)\) be the free energy of the crystal with the carriers minus that without them. The carrier stress, positive in tension, is

\[
\sigma_{ij}=\frac1{V_0}\,\partial_{ij}F\Big|_{N,T}.
\]

It is the stress added by the carriers at given strain.

**Assumptions.**

1. The carriers are independent: the band energies depend on strain but not on \(N\).
2. The band has one non-degenerate minimum, of energy \(E_c(\varepsilon)\), at zero wavevector, and its energy is even in the wavevector.
3. The crystal is large enough for sums over states to be smooth functions of strain. Zero temperature is the limit \(T\to0\) taken afterwards.

The deformation-potential tensor is \(\Xi_{ij}=\partial_{ij}E_c\).

## Strain-invariant labels

**Lemma 1.** The Bloch states can be labelled by vectors \(\kappa\) whose allowed values do not depend on strain.

*Proof.* Let \(k\) be the wavevector in the strained crystal. A translation by \((1+\varepsilon)R\) gives the phase

\[
k\cdot(1+\varepsilon)R=\big[(1+\varepsilon)k\big]\cdot R ,
\]

because \(\varepsilon\) is symmetric. Put \(\kappa=(1+\varepsilon)k\). Periodic boundary conditions require \(\kappa\cdot L_a=2\pi m_a\), with integers \(m_a\) and the unstrained edge vectors \(L_a\) of the crystal. Strain does not enter. ∎

Near the minimum,

\[
E_\kappa(\varepsilon)=E_c(\varepsilon)+\tfrac12\,\kappa^{T}A(\varepsilon)\,\kappa+O(\kappa^4),
\]

where \(A\) is a positive matrix. Its strain dependence contains the change of the effective mass and also the change of \(k\) at fixed \(\kappa\).

## The stress as a sum over occupied states

**Lemma 2.** With \(f_\kappa\) the Fermi function and a factor 2 for spin,

\[
\sigma_{ij}=\frac{2}{V_0}\sum_\kappa f_\kappa\,\partial_{ij}E_\kappa .
\]

*Proof.* Write \(F=\Omega+\mu N\), where

\[
\Omega(\varepsilon,\mu)=-2k_BT\sum_\kappa\ln\!\left(1+e^{(\mu-E_\kappa)/k_BT}\right),\qquad
\frac{\partial\Omega}{\partial\mu}=-N .
\]

At fixed \(N\) the chemical potential changes with strain, and

\[
\partial_{ij}F\big|_N=\partial_{ij}\Omega\big|_\mu+\frac{\partial\Omega}{\partial\mu}\,\partial_{ij}\mu+N\,\partial_{ij}\mu=\partial_{ij}\Omega\big|_\mu .
\]

The last two terms cancel, so the redistribution of carriers has no first-order effect. Differentiating the logarithm gives

\[
\partial_{ij}\Omega\big|_\mu=-2k_BT\sum_\kappa\frac{e^{(\mu-E_\kappa)/k_BT}}{1+e^{(\mu-E_\kappa)/k_BT}}\left(-\frac{\partial_{ij}E_\kappa}{k_BT}\right)=2\sum_\kappa f_\kappa\,\partial_{ij}E_\kappa .
\]

Division by \(V_0\) completes the proof. ∎

**Remark (what is held fixed).** If \(F\) were differentiated at fixed \(\mu\), the result would be \(V_0\sigma_{ij}+\mu\,\partial_{ij}N\). If the density per *current* volume were held fixed, \(N\) would grow as \(nV_0(1+\mathrm{tr}\,\varepsilon)\), and the derivative per volume would contain the extra term \(\mu n\delta_{ij}\). That term depends on the zero of energy. It describes carriers being added, not a stress.

**Lemma 3.** If \(H_\kappa(\varepsilon)\) is the Hamiltonian in an orthonormal basis and \(|u\rangle\) a normalized non-degenerate eigenstate, then \(\partial_{ij}E_\kappa=\langle u|\partial_{ij}H_\kappa|u\rangle\).

*Proof.* Differentiate \(E=\langle u|H|u\rangle\). The terms with \(\partial_{ij}u\) add up to \(E\,\partial_{ij}\langle u|u\rangle=0\). ∎

At \(\kappa=0\) this gives \(\Xi_{ij}\) from one unstrained eigenvector.

## The theorem

Let \(u\) be the kinetic energy of the carriers above the band edge, per reference volume.

**Theorem.** Under assumptions 1 to 3,

\[
\sigma_{ij}=n\,\Xi_{ij}+\frac u3\,\partial_{ij}\ln\det A+r_{ij},
\]

where \(r_{ij}\) comes from the quartic and higher band terms and is of order \(n\langle\kappa^4\rangle\). The leading term is \(n\Xi_{ij}\) when both \((u/3n)\,|\partial_{ij}\ln\det A|\) and \(|r_{ij}|/n\) are small compared with \(|\Xi_{ij}|\). For a given band with \(\Xi_{ij}\neq0\) this holds once the kinetic energy per carrier \(u/n\) is small enough.

*Proof.* For a quadratic band,

\[
\partial_{ij}E_\kappa=\Xi_{ij}+\tfrac12\,\kappa^{T}(\partial_{ij}A)\,\kappa .
\]

Insert this in Lemma 2. Since \(2\sum_\kappa f_\kappa=N\), the constant gives \(n\Xi_{ij}\). The rest is

\[
\tfrac12\,\mathrm{tr}\big[(\partial_{ij}A)\,M\big],\qquad M=\frac2{V_0}\sum_\kappa f_\kappa\,\kappa\kappa^{T}.
\]

To find \(M\), set \(y=A^{1/2}\kappa\). The energy above the edge is \(y^2/2\), so the occupation depends on \(|y|\) alone, and the second moment of \(y\) is a multiple of the unit matrix. Its trace is \(2u\), because \(u\) is the sum of \(y^2/2\). The second moment of \(y\) is therefore \((2u/3)\,\mathbb 1\), and transforming back gives

\[
M=\frac{2u}3A^{-1}.
\]

With \(\mathrm{tr}(A^{-1}\partial_{ij}A)=\partial_{ij}\ln\det A\), the rest becomes \((u/3)\,\partial_{ij}\ln\det A\).

A quartic term \(Q_\varepsilon(\kappa)\) in the energy changes the free energy per volume, to first order in \(Q\), by its average, which is of order \(n\langle\kappa^4\rangle\). The strain derivative of this average is of the same order, and so is the change of \(u\). ∎

**Check with free particles.** For \(E=\hbar^2k^2/2m\) one has \(\Xi=0\) and \(A=(\hbar^2/m)(1+\varepsilon)^{-2}\), so \(\partial_{ij}\ln\det A=-2\delta_{ij}\). The theorem gives \(\sigma_{ij}=-(2u/3)\delta_{ij}\), the usual pressure of a non-relativistic gas. The second term thus contains the kinetic pressure together with the strain dependence of the mass.

**Remark (meaning of the sign).** Add the elastic energy \(\tfrac12\varepsilon C\varepsilon\) per volume, with stiffness \(C\), to the linear term \(\sigma\varepsilon\). The minimum lies at \(\varepsilon=-C^{-1}\sigma\). With \(\Xi_{ij}=\Xi\delta_{ij}\) and \(\Xi>0\), a clamped crystal is put under tension, and a free one shrinks in volume, because a smaller volume lowers the energy of the occupied states. In a crystal of low symmetry a single axis may still lengthen. The sign of \(\Xi\) for one band depends on the energy reference, as shown below, so the sign of the observable strain is fixed only when the compensating charge is included in \(\sigma\).

In a film with cubic axes, held in its plane and free along its normal \(z\), the normal stress must vanish. If \(\sigma_{xz}=\sigma_{yz}=0\), then \(\varepsilon_{zz}=-\sigma_{zz}/C_{zz}\), and the in-plane stress due to the carriers is \(\sigma_{xx}-(C_{xz}/C_{zz})\sigma_{zz}\). Here \(C_{zz}\) and \(C_{xz}\) are the stiffnesses that give the \(zz\) and \(xx\) stresses caused by a strain \(\varepsilon_{zz}\). If \(\Xi_{zz}\) and \(C_{xz}\) are not zero, the film stress therefore differs from \(n\Xi_{xx}\) even at leading order.

## Two limits of the correction

**Corollary 1 (zero temperature).** The filled ellipsoid \(\tfrac12\kappa^TA\kappa\le E_F\) has volume \((4\pi/3)(2E_F)^{3/2}/\sqrt{\det A}\). With two spins and one state per \((2\pi)^3/V_0\),

\[
n=\frac{(2E_F)^{3/2}}{3\pi^2\sqrt{\det A}},\qquad E_F=\tfrac12(3\pi^2n)^{2/3}(\det A)^{1/3}.
\]

The density of states grows as \(\sqrt E\), so the mean energy is \((2/5)/(2/3)\,E_F=\tfrac35E_F\). Hence \(u=\tfrac35nE_F\) and

\[
\sigma_{ij}\simeq n\left[\Xi_{ij}+\frac{E_F}5\,\partial_{ij}\ln\det A\right].
\]

The relative correction vanishes as \(n^{2/3}\).

**Corollary 2 (dilute gas).** When \(f_\kappa\ll1\), the three quadratic degrees of freedom give \(u=\tfrac32nk_BT\), and

\[
\sigma_{ij}\simeq n\left[\Xi_{ij}+\frac{k_BT}2\,\partial_{ij}\ln\det A\right].
\]

Here the correction has the same power of \(n\) as the leading term. Lowering the density at fixed temperature does not remove it. "Leading order" then means that \(\tfrac12k_BT\,|\partial_{ij}\ln\det A|\) is small compared with \(|\Xi_{ij}|\), not that \(n\) is small.

## The energy reference, and pairs

A shift of all band energies by \(\varphi(\varepsilon)\) changes the stress by \(n\,\partial_{ij}\varphi\). The tensor \(\Xi\) of a single band therefore has meaning only together with a reference. In a neutral crystal the compensating charge shifts by \(-N\varphi\), and the sum is unaffected, provided both energies use the same reference. In a doped crystal, any further strain dependence of the dopant cores is a separate stress.

**Corollary 3.** Let \(N\) electrons be promoted from a non-degenerate valence maximum \(E_v\), also at zero wavevector and in a band even in the wavevector, to the conduction minimum, without binding between electrons and holes. The leading stress is

\[
\sigma_{ij}=n\,(\Xi^c_{ij}-\Xi^v_{ij}),\qquad \Xi^v_{ij}=\partial_{ij}E_v .
\]

*Proof.* Removing an electron of energy \(E_v-\tfrac12\kappa^TA_h\kappa\) costs \(-E_v+\tfrac12\kappa^TA_h\kappa\). The holes are thus carriers with band edge \(-E_v\) and curvature \(A_h\), and the theorem applies to each kind. A common shift \(\varphi\) cancels in the difference. ∎

## A lattice with a shear deformation potential

Take a lattice with cubic cell edge 0.5 nm and two orthonormal orbitals per cell. A bond \(R\) carries a \(2\times2\) hopping matrix \(T_R\), and

\[
H_\kappa=H_0+\sum_R2\cos(\kappa\cdot R)\left(\frac{|(1+\varepsilon)R|}{|R|}\right)^{-2}T_R .
\]

The on-site energies in \(H_0\) are −2.5 and 6.0 eV, independent of strain; this fixes the energy reference. The hoppings are round parameters listed in the numerical output. The two face diagonals have different hoppings, which permits a shear component \(\Xi_{xy}\).

At \(\kappa=0\) the diagonal elements are

\[
6.0-2(0.5+0.4+0.6+0.3+0.1)=2.2\ \text{eV},\qquad
-2.5+2(0.9+0.1+0.05)=-0.4\ \text{eV},
\]

and the mixing is \(2\cdot3\cdot0.03=0.18\) eV. The band edges are \(0.9\pm\sqrt{1.3^2+0.18^2}\), that is, 2.2124 and −0.4124 eV.

To first order \(|(1+\varepsilon)R|/|R|=1+R^T\varepsilon R/R^2\), so each bond contributes with the factor \(-2R_iR_j/R^2\). For \(xx\) the derivatives of the upper diagonal, lower diagonal and mixing elements are

\[
-4(-0.5-0.15-0.05)=2.8,\quad -4(0.3+0.05+0.025)=-1.5,\quad -4(0.03)=-0.12\ \text{eV}.
\]

The edge state has weight \(\tfrac12(1+1.3/1.3124)=0.9953\) on the upper orbital, and twice the product of its two amplitudes is \(0.18/1.3124=0.137\). Lemma 3 gives

\[
\Xi^c_{xx}=0.9953(2.8)+0.0047(-1.5)+0.137(-0.12)\simeq2.763\ \text{eV}.
\]

The other components are \(\Xi^c_{yy}=2.365\), \(\Xi^c_{zz}=2.367\) and \(\Xi^c_{xy}=0.398\) eV. Diagonalization of the strained Hamiltonian confirms these derivatives.

**Stress at room temperature.** Let \(n=10^{19}\ \text{cm}^{-3}\) and \(T=300\) K. One electronvolt per carrier then corresponds to 1.602 MPa, and the leading stress is

\[
n\Xi^c_{xx}=1.602\times2.763=4.43\ \text{MPa}.
\]

The kinetic energy per carrier is 65.6 meV and \(\partial_{xx}\ln\det A=-1.92\). The correction is

\[
1.602\times\frac{0.0656}3\times(-1.92)=-0.067\ \text{MPa}.
\]

Numerical differentiation of the free energy at fixed \(N\) gives a total of 4.36 MPa, which is 0.068 MPa below the leading value. The leading law is thus 1.5 % too large for \(xx\), relative to \(n\Xi_{xx}\), and between 1.4 and 1.8 % too large for the other non-zero components. These percentages belong to the reference chosen here. A shift \(\varphi=-2.5\ \text{eV}\cdot\mathrm{tr}\,\varepsilon\) leaves the corrections unchanged but makes the diagonal ones 16 to 31 % of \(|n\Xi_{ii}|\). The same derivative agrees with the sum in Lemma 2 to better than one part in a million of the largest component, and with the derivative of \(\Omega\) at fixed \(\mu\) to better than one part in ten thousand.

**Zero temperature.** Finite crystals with a fixed number of electrons in their lowest levels were strained, and their total energies differentiated. The table gives the mean of the three diagonal corrections per carrier.

| \(n\) (cm\(^{-3}\)) | computed (meV) | Corollary 1 (meV) |
|---|---:|---:|
| \(4.7\times10^{19}\) | −85.5 | −85.7 |
| \(5.9\times10^{18}\) | −21.4 | −21.4 |
| \(7.4\times10^{17}\) | −5.36 | −5.36 |

Relative to the mean diagonal \(\Xi^c\), these are −3.4, −0.86 and −0.21 %. Between the two lower densities the exponent is 0.667, as expected. For promoted pairs, the largest error of Corollary 3, relative to the largest component of \(\Xi^c-\Xi^v\), falls from 3.1 to 0.19 % over the same series.

**Dilute gas.** At \(10^{14}\ \text{cm}^{-3}\) the mean correction is −24.4 meV at 300 K and −6.1 meV at 75 K. It follows the temperature, as Corollary 2 requires. At 300 K it is still about 1 % of the mean \(\Xi^c\), although the density is a hundred thousand times smaller than in the room-temperature case above.

**Where the explicit correction becomes poor.** By Corollary 2 the quadratic correction is proportional to \(T\), while \(\langle\kappa^4\rangle\), and with it the remainder per carrier, is proportional to \(T^2\). The error relative to the correction should therefore fall in proportion to \(T\). Its size depends both on the quartic terms and on how large \(\partial_{ij}\ln\det A\) is.

If the mixing on the three axial bonds is raised from 0.03 to 0.1 eV, \(\partial_{xx}\ln\det A\) shrinks from −1.92 to −0.71. The error of the formula, relative to its largest component, is then 10 % at 300 K, against 1 % before. The largest component of the formula shrinks only by a factor of 2.4, so the remainder itself has also grown, about fourfold. Cooling by successive factors of four reduces the relative error to 2.6, 0.64 and 0.13 %. The first two reductions are close to a factor of four. The last is nearer five only because the curvature matrix was computed with a finite wavevector step, which shifts \(\partial_{ij}\ln\det A\) by about 0.05 %. With exact second derivatives the three errors are 2.7, 0.68 and 0.17 %, and each reduction is close to four. These are errors of the correction, not of the whole stress.

## The size of the exchange term

Assumption 1 omits the interaction between carriers. Its exchange part can be estimated for an isotropic gas at zero temperature with fixed relative permittivity \(\epsilon_r\). Let \(C=e^2/(4\pi\epsilon_0\epsilon_r)\), \(k_F=(3\pi^2n)^{1/3}\) and \(x=k_Fr\). The density matrix of one spin is

\[
\int_{k<k_F}\frac{d^3k}{(2\pi)^3}e^{ik\cdot r}=\frac n2\,\frac{3j_1(x)}x .
\]

Its square divided by \(n/2\) is the density of equal-spin electrons missing around a given electron. The exchange energy per volume is therefore

\[
e_x=-\frac n2\int_0^\infty\frac Cr\,\frac n2\,\frac{9j_1^2}{x^2}\,4\pi r^2dr=-\frac{9\pi n^2C}{k_F^2}\int_0^\infty\frac{j_1^2}x\,dx .
\]

From \(j_0'=-j_1\) and \(j_1'=j_0-2j_1/x\) follows \((j_0^2+j_1^2)'=-4j_1^2/x\). The integral is then \(\tfrac14\big[j_0^2+j_1^2\big]_{x=0}=\tfrac14\). With \(n=k_F^3/3\pi^2\),

\[
e_x=-\frac{Ck_F^4}{4\pi^3}.
\]

At fixed \(N\) the energy \(Ve_x\) varies as \(V^{-1/3}\). An isotropic strain \(\eta\) changes \(V\) by \(3\eta V_0\), so the derivative with respect to \(\eta\) is \(-V_0e_x\). By isotropy it also equals \(3V_0\sigma_x\), where \(\sigma_x\) is each diagonal component and the shear components vanish. Hence

\[
\sigma_x=-\frac{e_x}3=\frac{Ck_F^4}{12\pi^3}\propto n^{4/3}.
\]

For \(\epsilon_r=10\) and \(n=10^{19}\ \text{cm}^{-3}\) this is 0.012 MPa, about 0.3 % of the leading stress. The estimate leaves out correlation, band anisotropy, temperature and the strain dependence of \(\epsilon_r\). At zero temperature the exchange term falls more slowly with density than the kinetic term, which varies as \(n^{5/3}\). In a uniform gas at low density exchange is thus the larger of these two corrections, which in the model have opposite signs, although both vanish relative to \(n\Xi_{ij}\). For the model band (mass about \(0.21\,m_e\), effective Bohr radius \(a_B\approx2.5\) nm) they are equal in size near \(1.6\times10^{17}\ \text{cm}^{-3}\). This density, and the lowest one in the zero-temperature table, lie below the Mott density of about \(10^{18}\ \text{cm}^{-3}\) given by \(n^{1/3}a_B\approx0.26\). In a doped crystal at low temperature the electrons are then bound to donors, by about 28 meV, and the strain derivative of this binding energy adds a stress per carrier that does not vanish with \(n\).

## Conditions on the leading law

**Vanishing components.** If a component \(\Xi_{ij}\) is zero by accident, the law gives no leading stress for it, and the corrections decide. If it is zero by the symmetry of the crystal, the same symmetry makes the corrections to that component vanish too.

**Degenerate edges.** If two edges cross at \(\varepsilon=0\) with different slopes, the lower edge has a kink there, and no single tensor \(\Xi\) exists. This case lies outside assumption 2, and so do the multi-valley conduction bands of silicon and germanium and the degenerate valence maxima of diamond and zinc-blende crystals. Lemma 2 still holds. For equivalent, uncoupled valleys it gives, at \(\varepsilon=0\), a leading stress equal to \(n\) times the mean of the valley tensors. That value persists only while the strain splitting of the valleys is small compared with the kinetic energy per carrier.

**Atoms that relax inside the cell.** Let \(s\) be the internal coordinates, and let \(s_0(\varepsilon)\) minimize the energy \(F_0(\varepsilon,s)\) without carriers. With carriers at the band edge one minimizes \(F_0+NE_c(\varepsilon,s)\). The minimum shifts by an amount of order \(n\), and because \(F_0\) is stationary at \(s_0\), the energy per volume changes at order \(n^2\). To first order in \(n\) the energy is \(F_0(\varepsilon,s_0)+NE_c(\varepsilon,s_0)\), so the leading law holds with

\[
\Xi_{ij}=\partial_{ij}E_c+\frac{\partial E_c}{\partial s}\cdot\partial_{ij}s_0 .
\]

In a first-principles calculation, \(E_c\) is accordingly followed along the relaxed path of the crystal without carriers, with the same energy reference at every strain. In a periodic bulk calculation that reference is a convention, so only differences such as \(\Xi^c-\Xi^v\), or a sum that includes the compensating charge, are free of it.

## Calculated quantities

```
cell edge: 0.5 nm; hopping power: 2
on-site energies: -2.5, 6.0 eV
bond [1 0 0]: lower 0.3, upper -0.5, mix 0.03 eV
bond [0 1 0]: lower 0.3, upper -0.4, mix 0.03 eV
bond [0 0 1]: lower 0.3, upper -0.6, mix 0.03 eV
bond [1 1 0]: lower 0.1, upper -0.3, mix 0.0 eV
bond [ 1 -1  0]: lower 0.05, upper -0.1, mix 0.0 eV
valence edge: -0.4124 eV
conduction edge: 2.2124 eV
Xi conduction: xx=2.7632 yy=2.3651 zz=2.3665 xy=0.3976 eV
Xi valence: xx=-1.4632 yy=-1.4651 zz=-1.1665 xy=-0.0976 eV
Xi pair: xx=4.2264 yy=3.8302 zz=3.5331 xy=0.4953 eV
d ln det A / d strain: xx=-1.9195 yy=-1.8095 zz=-1.8761 xy=-0.2536 (no unit)
det A: 3.1385 eV^3 (labels in 1/cell edge)
T = 0 series, mean of diagonal correction per carrier:
 n = 4.741e+19 cm^-3, E_F = 229.45 meV
  computed -85.474 meV, formula -85.739 meV
  relative to mean Xi: -3.421 %
  pair law, largest relative error: 3.073 %
 n = 5.927e+18 cm^-3, E_F = 57.36 meV
  computed -21.425 meV, formula -21.435 meV
  relative to mean Xi: -0.858 %
  pair law, largest relative error: 0.768 %
 n = 7.408e+17 cm^-3, E_F = 14.34 meV
  computed -5.358 meV, formula -5.359 meV
  relative to mean Xi: -0.214 %
  pair law, largest relative error: 0.192 %
exponent of n in relative correction: 0.6665
worked case: n = 1.0e+19 cm^-3, T = 300 K
carriers per cell: 0.00125
kT: 25.85 meV
mu above edge: 72.64 meV
kinetic energy per carrier: 65.57 meV
leading stress n Xi: xx=4.4272 yy=3.7893 zz=3.7916 xy=0.6371 MPa
full carrier stress: xx=4.3596 yy=3.7256 zz=3.7256 xy=0.6281 MPa
actual correction: xx=-0.0676 yy=-0.0638 zz=-0.0660 xy=-0.0089 MPa
correction formula: xx=-0.0672 yy=-0.0634 zz=-0.0657 xy=-0.0089 MPa
pair stress, leading: xx=6.7715 yy=6.1367 zz=5.6606 xy=0.7935 MPa
dilute gas density: 1.0e+14 cm^-3
 T = 300 K: mean correction -24.378 meV, formula error 0.96 %
 T = 75 K: mean correction -6.052 meV, formula error 0.25 %
strong mixing 0.1 eV, dilute gas:
 d ln det A / d strain: xx=-0.7073 yy=-0.6607 zz=-0.7968 xy=-0.1570 (no unit)
 T = 300.00 K: formula error 10.20 %
 T = 75.00 K: formula error 2.64 %
 T = 18.75 K: formula error 0.64 %
 T = 4.69 K: formula error 0.13 %
relative permittivity for exchange: 10
exchange stress, each diagonal component: 0.0122 MPa
```
